\section*{Energy tails and variance estimates when a cusp is wrong}

\section{The decision}

Two trial wavefunctions are to be compared by the variance of their local energies in a Monte Carlo run, and the Jastrow factor of one has a free slope where two electrons meet. Should that slope be fixed by the cusp condition before the comparison, or may it float? The answer depends on how accurately a finite run measures the variance. With a wrong cusp between electrons of opposite spin the variance is finite, but its estimator has infinite variance, so the usual error bar on it tries to estimate a standard deviation that is infinite.

Let $\Psi$ be a real trial function and $H$ the Hamiltonian. Configurations are drawn independently from $\Psi^2/\int\Psi^2$, and at each one the local energy
\begin{equation}
E_L=\frac{H\Psi}{\Psi}
\end{equation}
is recorded. Hartree atomic units are used. Correlation between successive samples, present in a Markov chain, is left out.

\section{What a wrong cusp leaves behind}

Let $\mathbf r$ be the separation of two particles, $r=|\mathbf r|$, and $X$ all other coordinates. Suppose that near $r=0$
\begin{equation}
\Psi=\Psi_0(X)\left[1+\kappa r+\mathbf a(X)\cdot\mathbf r+O(r^2)\right],
\qquad \Psi_0\neq0,
\label{eq:cusp}
\end{equation}
where the Laplacian of the remainder is bounded. The term $\mathbf a\cdot\mathbf r$ is smooth; $\kappa r$ has a kink.

For two electrons put $\mathbf r=\mathbf r_1-\mathbf r_2$ and $\mathbf R=(\mathbf r_1+\mathbf r_2)/2$. Then $\nabla_1=\frac12\nabla_R+\nabla_r$ and $\nabla_2=\frac12\nabla_R-\nabla_r$. The cross terms cancel in the sum of squares, so
\begin{equation}
-\tfrac12(\nabla_1^2+\nabla_2^2)=-\tfrac14\nabla_R^2-\nabla_r^2 .
\end{equation}
Since $\nabla^2r=2/r$, the kink contributes $-2\kappa/r$ to $E_L$, and the repulsion contributes $+1/r$. For an electron near a fixed nucleus of charge $Z$ the kinetic operator is $-\frac12\nabla_r^2$, the kink gives $-\kappa/r$, and the attraction gives $-Z/r$. Hence
\begin{equation}
E_L=\frac gr+\varepsilon+O(r),\qquad
g=\begin{cases}1-2\kappa&\text{two electrons},\\-\kappa-Z&\text{electron and nucleus}.\end{cases}
\label{eq:g}
\end{equation}
Here $\varepsilon$ may depend on $X$ and on the direction of $\mathbf r$, but is taken to be bounded. The cusp conditions are $g=0$: $\kappa=\frac12$ and $\kappa=-Z$. A Gaussian orbital has $\kappa=0$ at the nucleus, hence $g=-Z$.

Equation~(\ref{eq:cusp}) describes electrons of opposite spin. Parallel spins force $\Psi_0=0$ and are treated separately below.

\section{The tail and its first correction}

Take $g\neq0$ independent of $X$. Let $P_0$ be the normalized $\Psi^2$ at $r=0$, integrated over $X$. Squaring Eq.~(\ref{eq:cusp}) and averaging over directions removes $\mathbf a\cdot\mathbf r$ at first order, so the probability density of $r$ is
\begin{equation}
w(r)=4\pi P_0r^2\left[1+2\kappa r+O(r^2)\right].
\end{equation}
At fixed $X$ and direction, inversion of Eq.~(\ref{eq:g}) at large $|E|$ gives
\begin{equation}
r=\frac{g}{E-\varepsilon}\left[1+O(E^{-2})\right],\qquad
\left|\frac{dr}{dE}\right|=\frac{|g|}{(E-\varepsilon)^2}\left[1+O(E^{-2})\right].
\end{equation}
Since $r>0$, $E$ must have the sign of $g$: the tail is one-sided. Multiplying $w(r)$ by $|dr/dE|$ gives
\begin{equation}
P(E)=4\pi P_0|g|^3\left\langle\frac{1}{(E-\varepsilon)^4}
\left(1+\frac{2\kappa g}{E}\right)\right\rangle+O(E^{-6}),
\end{equation}
where the brackets average over $X$ and direction with weight $\Psi_0^2$. Expanding $(E-\varepsilon)^{-4}=E^{-4}(1+4\varepsilon/E+\cdots)$,
\begin{equation}
P(E)=\frac{C}{E^4}\left[1+\frac{A}{E}+O(E^{-2})\right],\quad
C=4\pi P_0|g|^3,\quad A=4\langle\varepsilon\rangle+2\kappa g .
\label{eq:tail}
\end{equation}
Two of the four powers come from the volume element $r^2dr$ and two from the Jacobian. The first correction has two sources: bounded terms shift the energy, and the kink changes the density of close pairs. If $g$ varies with $X$, the leading coefficient contains the average of $|g|^3$ instead. Several coalescences add their coefficients, each on the side given by the sign of its $g$.

Let $\sigma$ be the sign of $g$. Integrating Eq.~(\ref{eq:tail}) beyond a threshold $T>0$ on that side gives
\begin{equation}
\Pr(\sigma E_L>T)=\frac{C}{3T^3}\left[1+\frac{3\sigma A}{4T}+O(T^{-2})\right].
\label{eq:prob}
\end{equation}

Hydrogen with the Gaussian orbital $e^{-\alpha r^2}$, $\alpha=0.3$ bohr$^{-2}$, shows the correction at work. Here $E_L=3\alpha-2\alpha^2r^2-1/r$, so $g=-1$, $\varepsilon=0.9$, $\kappa=0$ and $A=3.6$. The normalized density at the nucleus is $(2\alpha/\pi)^{3/2}$, hence $C=4\pi(0.6/\pi)^{3/2}=1.0488$ hartree$^3$. At $T=5000$ hartree the correction factor is $1-3(3.6)/(4\times5000)=0.99946$, which predicts $3T^3\Pr=1.0483$. Numerical integration of the density over the region $E_L<-T$ near the nucleus also gives $1.0483$; the outer region beyond about 167 bohr, where $-2\alpha^2r^2$ also passes the threshold, has negligible weight.

\section{Which moments exist}

Only the tail can make a moment diverge here, because away from the coalescence $E_L$ is taken to be bounded or, as for the Gaussian orbital at large $r$, to grow only as a power of the distance while $\Psi^2$ decays exponentially or faster. With $P\sim C/E^4$,
\begin{equation}
\int^{L}\frac{E^2\,dE}{E^4}<\infty,\qquad
\int^{L}\frac{E^3\,dE}{E^4}\sim\ln L,\qquad
\int^{L}\frac{E^4\,dE}{E^4}\sim L .
\end{equation}
The mean and variance are finite; the third moment diverges logarithmically and the fourth linearly.

Now let $V$ be the sample variance of $N\geq2$ values, with divisor $N$. It can be written in terms of pairs,
\begin{equation}
V=\frac1{2N^2}\sum_{i,j}(E_i-E_j)^2\geq\frac{(E_1-E_2)^2}{N^2},
\end{equation}
since the pair $(1,2)$ occurs twice and no term is negative. Therefore $\langle V^2\rangle\geq\langle(E_1-E_2)^4\rangle/N^4=\infty$, while $\langle V\rangle$ is finite. The variance of $V$ is infinite for every finite $N$. Nevertheless $V$ converges to the true variance as $N\to\infty$, by the law of large numbers, which needs only the second moment of $E_L$.

\section{Helium without a Jastrow factor}

Take $Z=2$ and $\Psi=e^{-Z(r_1+r_2)}$. Each exponential contributes $-Z^2/2+Z/r_i$ to the kinetic part, and $Z/r_i$ cancels the nuclear attraction. With $u=|\mathbf r_1-\mathbf r_2|$,
\begin{equation}
E_L=-Z^2+\frac1u=-4+\frac1u .
\end{equation}
The nuclear cusps are right and the electron cusp is absent: $\kappa=0$, $g=1$.

The distribution of $u$ follows from two independent densities $\rho(r)=(a^3/8\pi)e^{-ar}$ with $a=2Z$. Their overlap at displacement $u$ is found in spheroidal coordinates, $\xi=(r_1'+r_2')/u$ and $\eta=(r_1'-r_2')/u$, where $r_1',r_2'$ are distances from two centres $u$ apart. The volume element is $(u^3/8)(\xi^2-\eta^2)d\xi\,d\eta\,d\phi$. With $s=au$,
\begin{align}
\int e^{-a(r_1'+r_2')}d^3r
&=\frac{\pi u^3}{4}\int_1^\infty d\xi\,e^{-s\xi}\int_{-1}^1(\xi^2-\eta^2)\,d\eta\nonumber\\
&=\frac{\pi u^3}{2}\int_1^\infty\left(\xi^2-\tfrac13\right)e^{-s\xi}d\xi\nonumber\\
&=\frac{\pi u^3}{2}e^{-s}\left(\frac{2}{3s}+\frac2{s^2}+\frac2{s^3}\right)
=\frac{\pi}{a^3}e^{-s}\left(1+s+\frac{s^2}{3}\right).
\end{align}
Multiplying by $(a^3/8\pi)^2$ and by the shell factor $4\pi u^2$,
\begin{equation}
f(u)=\frac{a^3u^2}{16}e^{-s}\left(1+s+\frac{s^2}{3}\right).
\label{eq:f}
\end{equation}
At small $u$ this is $4\pi P_0u^2$ with $P_0=a^3/(64\pi)=1/\pi$ bohr$^{-3}$, so $C=4$ hartree$^3$.

Let $x=E+4=1/u$. Since $e^{-s}(1+s+s^2/3)=1-s^2/6+O(s^3)$ and $s=4/x$,
\begin{equation}
P(E)=\frac{f(1/x)}{x^2}=\frac4{x^4}\left[1-\frac{8}{3x^2}+\cdots\right]
=\frac4{E^4}\left[1-\frac{16}{E}+\cdots\right].
\end{equation}
This agrees with $A=4\varepsilon=-16$. The first correction is a pure shift and disappears when energies are counted from $-Z^2$.

The moments use $\int_0^\infty s^ne^{-s}ds=n!$:
\begin{align}
\langle u^{-1}\rangle&=\frac a{16}\left(1+2+2\right)=\frac{5Z}{8}=1.25,\\
\langle u^{-2}\rangle&=\frac{a^2}{16}\left(1+1+\tfrac23\right)=\frac{2Z^2}{3}=2.667 .
\end{align}
The mean energy is $-4+1.25=-2.75$ hartree ($-74.83$ eV), and the variance is $2.667-1.25^2=1.104$ hartree$^2$.

For the fourth moment about $-Z^2$, cut off at $x=L$, set $\delta=a/L$. Because $(s^{-2}+s^{-1})e^{-s}=-\frac{d}{ds}(e^{-s}/s)$,
\begin{align}
M_4(L)&=\frac{a^4}{16}\int_\delta^\infty\left(\frac1{s^2}+\frac1s+\frac13\right)e^{-s}ds
=\frac{a^4}{16}e^{-\delta}\left(\frac1\delta+\frac13\right)\nonumber\\
&=4L-\frac{32}{3}+O(L^{-1}).
\end{align}
The cutoffs $L=10$, 100 and 1000 hartree give 30.4, 389.4 and 3989.3 hartree$^4$. The divergence is linear with slope $C$, and the first correction is a constant.

\section{How the variance estimate fluctuates}

Let $\mu=1.25$ be the mean of $x$. The sample variance is
\begin{equation}
V=\frac1N\sum_i y_i-(\bar x-\mu)^2,\qquad y_i=(x_i-\mu)^2 .
\end{equation}
The last term is of order $1/N$ and can be dropped. At large $y$, $x=\mu+\sqrt y$, and therefore
\begin{equation}
\Pr(y_i>y)\simeq\frac{C}{3(\sqrt y+\mu)^3}
=\frac{C}{3y^{3/2}}\left[1-\frac{3\mu}{\sqrt y}+\cdots\right].
\label{eq:y}
\end{equation}

Split the sum at $y_c=N^{2/3}$. The expected number of larger terms is $NC/(3y_c^{3/2})=C/3$, of order one, and each contributes at least $N^{2/3}$. The density of $y$ is $\frac12Cy^{-5/2}$, so the variance of the sum of the smaller terms is about
\begin{equation}
N\int^{y_c}y^2\,\frac{C}{2y^{5/2}}\,dy\simeq NCy_c^{1/2}=CN^{4/3},
\end{equation}
a standard deviation again of order $N^{2/3}$. Dividing by $N$, the typical fluctuation of $V$ is of order $N^{-1/3}$. The mean energy keeps its $N^{-1/2}$ error, because its variance is finite.

The size of the largest excess $x_{\max}$ follows from $\Pr(x_{\max}<T)\simeq e^{-NC/(3T^3)}$. Setting this to one half gives the median
\begin{equation}
x_{\rm med}=\left(\frac{CN}{3\ln2}\right)^{1/3}.
\end{equation}
For $N=1000$ this is $(4000/2.079)^{1/3}=12.4$ hartree, and for $N=27000$ it is 37.3 hartree. That one sample contributes $(x_{\rm med}-\mu)^2/N$ to $V$:
\begin{equation}
\frac{(12.44-1.25)^2}{1000}=0.125,\qquad
\frac{(37.31-1.25)^2}{27000}=0.048\ \text{hartree}^2 .
\label{eq:jump}
\end{equation}
The second is still 4\% of the true variance.

Direct sampling of $\Psi^2$ in 600 batches of 27000 gives a median largest excess of 38.0 hartree; regrouped into batches of 1000, the same samples give 12.5 hartree. The distance between the quartiles of $V$ is 0.346 hartree$^2$ at $N=1000$ and 0.138 hartree$^2$ at $N=27000$. If this width is written as $N^{-p}$ between the two sizes, then $p=0.28$, below the asymptotic $1/3$.

The first correction in Eq.~(\ref{eq:y}) lowers the power and accounts for part of the difference. The jumps in Eq.~(\ref{eq:jump}) have the ratio 2.60, and $\ln2.60/\ln27=0.29$. Without $\mu$ the ratio would be $27^{1/3}=3$. For the second moment of $x$ itself, where no mean is subtracted, the sampled power is 0.31, so subtracting the mean accounts for more than half of the total shortfall of about 0.05. Quartiles from 600 batches are uncertain by several per cent, which makes each $p$ uncertain by one or two hundredths. The single-jump estimate gives the power better than the prefactor: the sampled widths are nearly three times the jumps.

\section{Restoring the cusp}

Multiply $\Psi$ by $e^{J}$ with
\begin{equation}
J=\frac{\gamma u}{1+bu},\quad J'=\frac{\gamma}{(1+bu)^2},\quad
J''=-\frac{2\gamma b}{(1+bu)^3},\quad b=1\ \text{bohr}^{-1}.
\end{equation}
Both electrons contribute equally to the pure $J$ terms, and the cross term is $-\sum_i\nabla_i\ln\Psi\cdot\nabla_iJ$, with $\Psi$ the old exponential. Since $\nabla_i\ln\Psi=-Z\hat{\mathbf r}_i$ and $\nabla_1J=-\nabla_2J=J'\hat{\mathbf u}$,
\begin{equation}
E_L=-Z^2+\frac{1-2J'}{u}-J''-J'^2+ZJ'(\hat{\mathbf r}_1-\hat{\mathbf r}_2)\cdot\hat{\mathbf u}.
\end{equation}
Now $\kappa=\gamma$ and $g=1-2\gamma$. The density $P_0$ is $1/\pi$ divided by the average of $e^{2J}$ over Eq.~(\ref{eq:f}). Numerical integration for $\gamma=\frac14$ gives $P_0=0.2485$ bohr$^{-3}$ and $C=4\pi(\frac12)^3(0.2485)=0.390$ hartree$^3$. Half the cusp thus lowers the coefficient about tenfold, but leaves the power and the infinite fourth moment. At $\gamma=1$, $g=-1$ and the tail lies at negative energies.

For $\gamma=\frac12$ the singularity cancels:
\begin{equation}
\frac{1-2J'}u=\frac{b(2+bu)}{(1+bu)^2}\in(0,2b].
\end{equation}
Also $0<-J''\leq b$ and $-\frac14\leq-J'^2<0$. With $\theta$ the angle between $\mathbf r_1$ and $\mathbf r_2$, the angular factor is $(r_1+r_2)(1-\cos\theta)/u$, which lies between 0 and 2, so the last term lies between 0 and 2 hartree. Altogether
\begin{equation}
-4.25\leq E_L\leq1\ \text{hartree}.
\end{equation}
Every moment exists, and $V$ has an ordinary $N^{-1/2}$ error. In 400 batches of 27000, drawn by rejection sampling, the variance is 0.188 hartree$^2$ and the quartile width of $V$ is 0.0023 hartree$^2$, about 1\% of the variance. Without the Jastrow factor the corresponding figure is 12 to 13\%. Quartile widths from a few hundred batches are uncertain by about 6\%, so their last digit is not fixed; the fourth moment by quadrature gives 0.0024 hartree$^2$ for the first. Between $N=1000$ and 27000 the power is $p=0.51$.

For this helium function, whose nuclear cusps are already right, fixing the slope therefore guarantees an ordinary error bar on $V$. In general it removes only the electron--electron tail; a wrong nuclear cusp would leave another with the same power. How much a floating slope costs depends on how far it moves. The largest sample contributes about $x_{\rm med}^2/N\propto C^{2/3}N^{-1/3}\propto g^2N^{-1/3}$, which overtakes the ordinary $N^{-1/2}$ part only at $N\propto|g|^{-12}$, so a slope close enough to $\frac12$ does little harm in a finite run. A free slope need not stay that close: at $b=1$ bohr$^{-1}$ quadrature gives a variance of 0.154 hartree$^2$ for $\gamma=0.6$, below the 0.188 at the cusp value, and there $x_{\rm med}^2/N$ is 0.0014 hartree$^2$ at $N=27000$, comparable to the ordinary width. The prefactor is left out here, so $|g|^{-12}$ is not itself an estimate of that $N$. With a wrong cusp, a tenfold narrower distribution of $V$ asymptotically costs a thousand times more samples instead of a hundred.

\section{Where the result changes}

For parallel spins $\Psi\simeq(\mathbf a\cdot\mathbf r)(1+\kappa r)$. For a component $z$ of $\mathbf r$, $\nabla^2(zr)=z(2/r)+2(z/r)=4z/r$, so $g=1-4\kappa$. The extra factor $r^2$ in $\Psi^2$ changes the weight to $r^4dr$, and the same substitution gives $P\sim E^{-6}$. The $g/r$ term alone then leaves the fourth moment finite even with a wrong cusp; the node on which this coalescence lies is a separate source, treated next.

Nodes act in the opposite direction. An exception is a node fixed by symmetry, where $H\Psi$ vanishes as well. At distance $d$ from any other node $\Psi\propto d$, while $H\Psi$ generally does not vanish there unless $\Psi$ is exact. Thus $E_L\simeq k/d$, the weight is $d^2\,dd$, and
\begin{equation}
P(E)\propto\frac{k^2}{E^2}\,\frac{|k|}{E^2}=\frac{|k|^3}{E^4},
\end{equation}
now on both sides, because $d$ changes sign across the node. Correct cusps therefore restore a finite fourth moment for the positive helium function used here, but in general not for a trial function with approximate nodes.

Numbers in the example were calculated in double precision.
